Class-B power and efficiency under a continuous family of harmonic loads

**What symmetry fixes**

A transistor biased for class B conducts during half of each radio-frequency cycle. With θ = ωt, I model its drain current as

i(θ) = Imax max(cos θ, 0).

The gate drive sets this current. The drain voltage has no influence on it as long as it stays at or above the knee voltage, below which the current collapses. I start with a knee at zero volts. The class-B drain voltage at supply Vdc is then Vdc(1 − cos θ), and the waveform to be studied is

v(θ) = Vdc(1 − cos θ)(1 − δ sin θ), with δ real.

Let Xn be the phasor of the nth harmonic of a waveform x, so that this harmonic is Re(Xn e^{jnθ}). The alternating drain current flows into the drain, so the current into the load is its negative. The load impedance at harmonic n is therefore

Zn = −Vn/In.

Three observations fix the form of Zn.

1. The only resistance that can be built from Vdc and Imax is Vdc/Imax times a number.
2. The voltage is linear in δ and the current does not contain δ. Where In is not zero, Zn = an + bnδ.
3. Replacing θ by −θ leaves the current unchanged and turns δ into −δ in the voltage. The same replacement conjugates every phasor, since Re(X e^{−jnθ}) = Re(X* e^{jnθ}). Hence Zn(−δ) = Zn(δ)*.

The last two together make an real and bn imaginary. The resistance at each harmonic that carries current is thus independent of δ, and δ adds pure reactance. The fundamental output power is ½|I1|² Re Z1, so it cannot depend on δ either. What remains is to find the numbers and the range of δ for which the current model holds.

**Simple case: δ = 0**

The mean current is

I0 = (1/2π) ∫ Imax cos θ dθ = Imax/π,

with the integral running from −π/2 to π/2. The current is even in θ, so the sine part of each harmonic vanishes and

In = (Imax/π) ∫ cos θ cos nθ dθ

over the same interval. For n = 1 the integral of cos²θ is π/2, which gives I1 = Imax/2. For n ≥ 2, I write the product as ½[cos (n−1)θ + cos (n+1)θ] and integrate:

In = (Imax/π) [sin((n−1)π/2)/(n−1) + sin((n+1)π/2)/(n+1)].

For odd n both sines vanish. For even n the first sine is −cos(nπ/2) and the second is +cos(nπ/2). Since 1/(n−1) − 1/(n+1) = 2/(n²−1),

In = −2Imax cos(nπ/2)/[π(n²−1)], n even.

In particular,

I2 = 2Imax/(3π), I4 = −2Imax/(15π).

At δ = 0 the voltage contains a constant and a fundamental with V1 = −Vdc. Therefore

Z1 = Vdc/(Imax/2) = 2Vdc/Imax,

and every even harmonic must be shorted, because it carries current but no voltage. The output power is VdcImax/4 and the supply power is VdcImax/π. Their ratio is π/4, the efficiency of ideal class B at full voltage swing.

**First generalization: a finite knee**

Let the knee be at Vk and define

Vm = Vdc − Vk, R = 2Vm/Imax.

The full-swing class-B voltage is now Vk + Vm(1 − cos θ). If this whole waveform were multiplied by 1 − δ sin θ, the result could fall below the knee. At δ = −1, for example, the factor vanishes at θ = −π/2 and takes the voltage to zero. The multiplier must act on the part above the knee:

v = Vk + Vm(1 − cos θ)(1 − δ sin θ).

For Vk = 0 this is the earlier waveform. The symmetry argument is unchanged, with Vm in place of Vdc in the alternating part.

**Second generalization: δ different from zero**

Multiplying out the two brackets gives

(1 − cos θ)(1 − δ sin θ) = 1 − cos θ − δ sin θ + δ sin θ cos θ.

With sin θ cos θ = ½ sin 2θ and Vk + Vm = Vdc,

v = Vdc − Vm cos θ − δVm sin θ + (δVm/2) sin 2θ.

The mean is still Vdc, as a lossless supply choke requires, and nothing above the second harmonic has appeared.

Since Re(−j e^{jnθ}) = sin nθ, the phasor of sin nθ is −j. Hence

V1 = −Vm − δVm(−j) = −Vm(1 − jδ),

V2 = (δVm/2)(−j) = −jδVm/2.

Dividing by the current phasors and reversing the sign gives the loads:

Z1 = Vm(1 − jδ)/(Imax/2) = R(1 − jδ),

Z2 = (jδVm/2)/(2Imax/3π) = jδ(3π/4)(Vm/Imax) = +j(3π/8)δR.

The last step uses Vm/Imax = R/2. For even n ≥ 4 the current is not zero and the voltage is, so Zn = 0. For odd n ≥ 3 the current vanishes, and any finite impedance gives the required zero voltage.

The two reactances have opposite signs and the fixed ratio X2/X1 = −3π/8. For negative δ the fundamental load is inductive and the second-harmonic load capacitive. The end point δ = −1 is the class-J case.

The signs can be checked in time. For δ = −1, let the fundamental current I1 cos θ pass through R in series with an inductor L for which ωL = R. The inductor voltage is

L d(I1 cos θ)/dt = −R I1 sin θ = −Vm sin θ.

The drain voltage contains minus the load drop, hence +Vm sin θ, which equals −δVm sin θ. At the second harmonic, a capacitor with reactance magnitude 3πR/8 has the voltage

(3πR/8) I2 sin 2θ = (RImax/4) sin 2θ = (Vm/2) sin 2θ.

It also enters the drain voltage with a minus sign and gives (δVm/2) sin 2θ, as required.

**Power, efficiency and an energy check**

The power delivered at the fundamental is

P1 = −½ Re(V1 I1*) = ½ Re[Vm(1 − jδ)] Imax/2 = VmImax/4.

The added sine is in quadrature with the current and transfers no mean power. At the second harmonic V2 is imaginary and I2 is real, so no mean power flows there. The supply power is Pdc = VdcI0 = VdcImax/π, and the drain efficiency is

η = P1/Pdc = (π/4)(Vm/Vdc) = (π/4)(1 − Vk/Vdc).

None of these expressions contains δ.

Energy conservation gives the same answer by another route. The heat in the transistor is the mean of vi. The part of the integrand proportional to δ is odd in θ and integrates to zero. What remains is

⟨vi⟩ = VkImax/π + VmImax(1/π − 1/4) = VdcImax/π − VmImax/4.

This is Pdc − P1, so the heat is also independent of δ.

**Where the range of δ comes from**

The power identity is algebraic and holds for any real δ if the current is simply prescribed. The bound comes from the transistor. For |δ| ≤ 1 both 1 − cos θ and 1 − δ sin θ are nonnegative, so v never falls below Vk. For δ > 1 the second factor is negative at θ = π/2, where the first equals one. By continuity it is also negative just before π/2, while current still flows. The prescribed current is then no longer available. For δ < −1 the same happens just after −π/2. The exact value 1 belongs to a knee that does not depend on current. If the knee is instead an on-resistance Vk/Imax, the voltage needed near ±π/2 is small because the current is small there. With the values of the worked example below, the waveform then stays admissible up to |δ| ≈ 1.16, where the drain voltage reaches zero.

The second harmonic is what makes the reactive fundamental load admissible. Suppose Z1 = R(1 − jδ) is kept but the second harmonic is shorted. The voltage above the knee becomes

Vm(1 − cos θ − δ sin θ),

whose minimum is Vm[1 − √(1 + δ²)]. It lies where cos θ = 1/√(1 + δ²), inside the conducting half-cycle, and is negative for every δ ≠ 0. To stay above the knee with the same current, the magnitude of Z1 would have to be divided by √(1 + δ²). With its phase angle unchanged, the power would fall by the same factor. At |δ| = 1 this is a loss of 29%. The term (δVm/2) sin 2θ avoids that loss.

**The price in peak voltage**

At δ = −1 set u = sin θ − cos θ. Then u² = 1 − 2 sin θ cos θ, so −sin θ cos θ = (u² − 1)/2 and

(1 − cos θ)(1 + sin θ) = 1 + u + (u² − 1)/2 = (1 + u)²/2.

Since u lies between −√2 and √2, the maximum is (1 + √2)²/2 = (1 + 1/√2)² ≈ 2.91. In class B it is 2.

Between these limits the peak grows steadily with |δ|. At each θ the voltage is linear in δ, and a maximum of linear functions is convex. Time reversal makes the peak even in δ. At θ = π, where the class-B voltage peaks, the slope of the product with respect to θ is 2δ, so any nonzero δ lifts the peak above 2. An even convex function that exceeds its central value on both sides increases with |δ|.

**Worked example**

Take a gate width of 2.0 mm at 0.8 A/mm, so Imax = 1.60 A. The supply is 28 V and the knee 4 V, hence Vm = 24 V. Then

R = 2 × 24/1.60 = 30 Ω,

P1 = 24 × 1.60/4 = 9.60 W,

Pdc = 28 × 1.60/π = 14.26 W,

η = 9.60/14.26 = 67.3%.

The transistor dissipates 4.66 W. For δ = −1 the loads are

Z1 = 30 + j30 Ω, Z2 = −j35.3 Ω,

and the peak drain voltage is 4 + 24 × 2.914 = 73.9 V, against 52 V in class B. At δ = −0.5 it is 60.2 V.

These loads are seen by the current source and include the drain capacitance Cds = 0.60 pF. The external circuit is in parallel with it, so admittances subtract:

1/Zext,n = 1/Zn − jnωCds.

At 2.0 GHz, ωCds = 7.54 mS. For the fundamental, 1/(30 + j30 Ω) = 16.67 − j16.67 mS, which leaves 16.67 − j24.21 mS, or

Zext,1 = 19.3 + j28.0 Ω.

At the second harmonic the required susceptance is 28.29 mS. The capacitance supplies 15.08 mS, and the remaining 13.21 mS corresponds to Zext,2 = −j75.7 Ω. The transistor's own capacitance thus provides about half of the termination.

**Limit test: from a sharp to a soft knee**

So far the voltage was given and the loads followed. The reverse problem fixes the loads and solves for the voltage, with the current multiplied by tanh(v/Vs). This factor puts the knee within a few Vs of zero volts, not at Vk. For Vs = 0.2 V it equals one over the whole ideal waveform, and the solutions at δ = −1 and δ = 0.5 reproduce that waveform to within 1 mV. This confirms the loads but not the bound on δ: with 4 V of unused margin the agreement persists to δ = −1.15.

With Vs = 2.0 V the current already drops slightly at 4 V. The loads at the first two harmonics still follow the formulas above, all higher harmonics are shorted, and the drive and supply are held fixed. The power is 9.425 W at δ = 0 and 9.404 W at δ = −1, with efficiencies of 66.58% and 66.55%. The soft knee costs about 2% of the ideal power, but changes the power along the allowed family by 0.2%.

At δ = −1.5 the power in this model drops to 8.84 W, 6% below the soft-knee class-B value. The efficiency nevertheless rises to 67.3%. Dividing power by efficiency shows why: the supply power falls from 14.16 W to 13.13 W, or 7%, which is more than the relative fall in output. The agreement of this efficiency with the ideal figure does not mean that ideal operation has returned, since the output power is well below 9.60 W. Nor is the rise a prediction for a real device. The calculated drain voltage falls to about −8 V while the gate is off, where a real transistor would conduct in reverse and this model allows no current. Just after turn-on the voltage is still negative, and the tanh factor then gives a reverse current that is not modelled on a real device.

**Comparison with a real transistor**

The parameters lie in the rough range of gallium nitride radio-frequency transistors on a 28 V supply; none is meant as data for a particular device. The assumption that moves the output power most among the estimates made here is constant temperature. With a rough thermal resistance of 10 K/W, 4.66 W gives a rise of 47 K. At a rough current loss of 0.2% per kelvin, Imax falls by 9%, and at fixed load the power falls as its square, to 7.9 W. This first pass does not feed the changed heat back into the temperature; doing so raises the heat to 5.06 W and lowers the power to about 7.8 W. The first-pass value is 18% below the ideal power, but equal for all allowed δ, because the ideal heat is the same. The model also assumes an abrupt turn-on and a linear drive characteristic, whose errors are not sized here.

**Effects that distinguish one δ from another**

Loss in the matching circuit does depend on δ. Suppose the series reactance of the external load is supplied by an inductor of quality factor Q = 30, a rough value, and the total load resistance is kept fixed. The lost fraction of the output power is |Xext|/(Q Rext). At δ = −1 it is 28.0/(30 × 19.3) = 4.8%, against 0.75% at δ = 0. The drain efficiency is the same, but about 4% less of the power gets past this inductor. A network that also transforms the resistance to that of the antenna has further losses, which depend on its layout and are not included here. Equal drain efficiency therefore does not imply equal efficiency of the complete amplifier.

Breakdown limits the choice too. With a gate voltage of −3 + 4 cos θ volts, the largest drain-to-gate voltage at δ = −1 is 80 V. In class B it is 52 + 7 = 59 V, since both extremes fall at θ = π. Against a rough breakdown voltage of 120 V the margin shrinks from 61 V to 40 V. This applies to the intended loads; a mismatched antenna changes the waveform.

The shorts above the second harmonic are also an idealization. If Cds alone terminates the fourth harmonic, its reactance of 33 Ω carries 0.068 A and develops 2.25 V. With harmonics 4, 6, 8 and 10 all terminated this way at δ = −1, and the current held at its ideal form, the lowest voltage in the cycle is 1.96 V instead of 4 V. That minimum falls while the transistor is off, but during conduction the voltage still dips to about 3.1 V. The same termination gives a minimum of 3.3 V at δ = 0 and 1.7 V at δ = +1, both during conduction. The waveform then enters the knee region while current flows, so these numbers measure the size of the disturbance and are not a consistent solution. Better shorts, or a smaller voltage swing, would be needed to restore the margin.

Finally, Cds varies with voltage. If it falls by a fraction 0.10 × (v − Vdc)/Vdc, the ideal waveform at δ = −1 drives an extra second-harmonic current of 4.6% of I2 through it. The external circuit carries only 12 V/75.7 Ω = 0.159 A at this harmonic, so the extra 0.0155 A is about 10% of its current, and its second-harmonic admittance needs a correction of that size. The same variation drives a third-harmonic current of 0.0165 A, so the third-harmonic termination is no longer free. The assumed slope is illustrative and moves Cds only between 0.84 and 1.09 of its value at Vdc; these currents scale with it. Most of the values behind these estimates are collected in the numerical output below.

Values computed for the example and the checks

```
Gate width: 2.0 mm
Current per width: 0.8 A/mm
Peak current Imax: 1.60 A
Supply Vdc: 28.0 V
Knee Vk: 4.0 V
Voltage amplitude Vm: 24.0 V
Frequency: 2.0 GHz
Drain capacitance: 0.60 pF
DC current: 0.5093 A
Fundamental current: 0.8000 A
Second-harmonic current: 0.3395 A
Class-B load R: 30.00 ohm
Output power: 9.600 W
Supply power: 14.260 W
Device heat: 4.660 W
Drain efficiency: 67.32 %
delta=-1.0: Z1=30.00+30.00j ohm, X2=-35.34 ohm, vmax=73.94 V
delta=-0.5: Z1=30.00+15.00j ohm, X2=-17.67 ohm, vmax=60.18 V
delta=+0.0: Z1=30.00+0.00j ohm, X2=+0.00 ohm, vmax=52.00 V
delta=+0.5: Z1=30.00-15.00j ohm, X2=+17.67 ohm, vmax=60.18 V
delta=+1.0: Z1=30.00-30.00j ohm, X2=+35.34 ohm, vmax=73.94 V
External Z1, delta=-1: 19.30 +28.03j ohm
External Z2, delta=-1: 0.00 -75.67j ohm
Minimum if whole voltage multiplied, delta=-1: 0.00 V
Soft-knee tanh voltage scale: 2.0 V
Soft knee, delta=-0.0: P=9.425 W, eff=66.58 %
Soft knee, delta=-0.5: P=9.422 W, eff=66.57 %
Soft knee, delta=-1.0: P=9.404 W, eff=66.55 %
Soft knee, delta=-1.5: P=8.838 W, eff=67.32 %
Rough breakdown voltage: 120 V
Gate threshold: -3.0 V
Gate drive amplitude: 4.0 V
Peak drain-gate voltage, delta=-1: 79.82 V
Rough thermal resistance: 10.0 K/W
Rough current loss per kelvin: 0.20 %/K
First-pass temperature rise: 46.6 K
First-pass hot output power: 7.894 W
Fourth-harmonic voltage with Cds only: 2.25 V
Minimum voltage with Cds only at n=4,6,8,10: 1.96 V
Capacitance fractional slope times Vdc: 0.10
Capacitance-generated I2 / drain I2: 4.57 %
Rough matching-inductor Q: 30
Matching loss, delta=0: 0.75 %
Matching loss, delta=-1: 4.84 %
```
